# Spreading resistance of a nanometre breakdown spot on silicon

## The problem

A gate oxide on n-type silicon has broken down at one small spot. Current passes through the spot into the silicon and leaves by a distant back contact. Treat the spot as a flat disc of radius \(a=5\) nm, held at one potential \(V\), on the surface of silicon with resistivity \(\rho=0.01\) ohm cm. Find the diffusive resistance that the silicon offers to the spreading current. Then decide how far this number can be trusted for so small a contact.

The resistance asked for is one-sided: it counts the silicon and leaves out the path through the oxide and the gate. The silicon is taken as uniform, isotropic, ohmic and much thicker than \(a\). The oxide around the disc carries no current.

## A tempting solution

Current that leaves a small contact spreads in all downward directions. It therefore seems natural to divide the silicon into hemispherical shells centred on the spot. A shell of radius \(s\) and thickness \(ds\) has area \(2\pi s^2\) and resistance \(\rho\,ds/(2\pi s^2)\). The shells are in series, and the first has the radius of the spot:

\[
R_{\rm hemi}=\int_a^\infty\frac{\rho\,ds}{2\pi s^2}
=\frac{\rho}{2\pi a}.
\]

With \(a=5\times10^{-7}\) cm this gives 3183 ohm, or about 3.2 kilohm.

## Where it goes wrong

The integral is correct, but it belongs to a different contact. Shells may be added in series if each of their surfaces is an equipotential. The calculation therefore makes the hemisphere \(s=a\) an equipotential at \(V\), as if a metal bowl of that radius were sunk into the silicon. The actual contact is flat, and the space inside the bowl is filled with resistive silicon.

Nor can the error be mended by adding the resistance of the silicon inside the bowl to the old result. With a flat contact, the surface \(s=a\) is no longer an equipotential, so the field outside it changes too. What is needed is a family of surfaces that begins as a flat disc and becomes hemispherical far away.

## The right solution

**Equations and boundary conditions.** Let \(r\) be the distance from the axis, \(z\) the depth and \(\phi\) the potential. Ohm's law is \(\mathbf J=-\nabla\phi/\rho\). In a steady state \(\nabla\cdot\mathbf J=0\), so with constant \(\rho\) we have \(\nabla^2\phi=0\). The conditions are:

- \(\phi=V\) on the disc, \(z=0\), \(r<a\);
- \(\partial\phi/\partial z=0\) on the insulated surface, \(z=0\), \(r>a\);
- \(\phi\to0\) far away;
- \(\phi\) stays finite everywhere, including at the rim of the disc.

These conditions allow one solution. If there were two, their difference \(w\) would also obey Laplace's equation, and the divergence theorem would give

\[
\int|\nabla w|^2\,d^3x=\oint w\,\frac{\partial w}{\partial n}\,dS .
\]

The right side vanishes on the disc, where \(w=0\), and on the insulator, where \(\partial w/\partial n=0\). On a distant hemisphere of radius \(s\), \(w\) falls as \(1/s\), its derivative as \(1/s^2\), and the area grows as \(s^2\), so that part vanishes too. The rim needs separate care, because the field may be infinite there. Enclose it in a thin tube of radius \(\delta\). Since \(w\) is finite, its derivative grows no faster than \(1/\sqrt\delta\) near the edge, while the area of the tube shrinks as \(\delta\), so this part also vanishes. Hence \(\nabla w=0\), and \(w=0\) everywhere. Any solution we find is the right one.

**Suitable coordinates.** Define \(\xi\ge0\) and \(0\le\eta\le1\) by

\[
r=a\sqrt{(1+\xi^2)(1-\eta^2)},\qquad z=a\xi\eta .
\]

At \(\xi=0\) we have \(z=0\) and \(r=a\sqrt{1-\eta^2}\le a\), which is the disc. At \(\eta=0\) we have \(z=0\) and \(r=a\sqrt{1+\xi^2}\ge a\), which is the insulated surface. The distance from the centre follows from

\[
s^2=r^2+z^2=a^2(1+\xi^2-\eta^2),
\]

so \(s\approx a\xi\) when \(\xi\) is large. Surfaces of constant \(\xi\) thus start as the disc and end as hemispheres.

To find lengths in these coordinates we need the derivatives

\[
\frac{\partial r}{\partial\xi}=a\xi\sqrt{\frac{1-\eta^2}{1+\xi^2}},\quad
\frac{\partial z}{\partial\xi}=a\eta,\quad
\frac{\partial r}{\partial\eta}=-a\eta\sqrt{\frac{1+\xi^2}{1-\eta^2}},\quad
\frac{\partial z}{\partial\eta}=a\xi .
\]

The two directions are perpendicular, because

\[
\frac{\partial r}{\partial\xi}\frac{\partial r}{\partial\eta}
+\frac{\partial z}{\partial\xi}\frac{\partial z}{\partial\eta}
=-a^2\xi\eta+a^2\xi\eta=0 .
\]

A step \(d\xi\) has length \(h_\xi\,d\xi\), and a step \(d\eta\) has length \(h_\eta\,d\eta\). Adding the squares of the derivatives gives

\[
h_\xi^2=a^2\,\frac{\xi^2(1-\eta^2)+\eta^2(1+\xi^2)}{1+\xi^2}
=a^2\,\frac{\xi^2+\eta^2}{1+\xi^2},
\]

\[
h_\eta^2=a^2\,\frac{\eta^2(1+\xi^2)+\xi^2(1-\eta^2)}{1-\eta^2}
=a^2\,\frac{\xi^2+\eta^2}{1-\eta^2}.
\]

A step \(d\theta\) around the axis has length \(r\,d\theta\).

**Current through a surface of constant \(\xi\).** Try a potential that depends on \(\xi\) alone. The current density is then normal to these surfaces and equals \(-\phi'(\xi)/(\rho h_\xi)\). Through a surface element of area \(h_\eta r\,d\eta\,d\theta\) flows

\[
dI=-\frac{\phi'}{\rho}\,\frac{h_\eta r}{h_\xi}\,d\eta\,d\theta .
\]

The geometrical factor is

\[
\frac{h_\eta r}{h_\xi}
=\sqrt{\frac{1+\xi^2}{1-\eta^2}}\;a\sqrt{(1+\xi^2)(1-\eta^2)}
=a(1+\xi^2),
\]

and \(\eta\) has dropped out. Follow a narrow tube with fixed \(d\eta\) and \(d\theta\). No current crosses its sides, so \(dI\) must be the same at every \(\xi\). This requires \((1+\xi^2)\phi'\) to be constant, a condition that can be met for all tubes at once. The trial form is therefore consistent with current conservation. It also satisfies the insulating condition, since the normal direction at \(\eta=0\) is the \(\eta\) direction, in which \(\phi\) does not vary.

Integrating over \(0\le\eta\le1\) and \(0\le\theta<2\pi\) gives the total current:

\[
I=-\frac{2\pi a}{\rho}(1+\xi^2)\phi'
\quad\Longrightarrow\quad
\phi'=-\frac{\rho I}{2\pi a}\,\frac{1}{1+\xi^2}.
\]

The voltage between the disc and infinity is

\[
V=-\int_0^\infty\phi'\,d\xi
=\frac{\rho I}{2\pi a}\int_0^\infty\frac{d\xi}{1+\xi^2}
=\frac{\rho I}{2\pi a}\cdot\frac{\pi}{2}
=\frac{\rho I}{4a}.
\]

Hence

\[
\boxed{R=\frac{V}{I}=\frac{\rho}{4a}},\qquad
\phi=V\left(1-\frac2\pi\arctan\xi\right).
\]

For the spot in question,

\[
R=\frac{0.01\ \text{ohm cm}}{4\times5\times10^{-7}\ \text{cm}}
=5000\ \text{ohm}=5\ \text{kilohm}.
\]

The bowl gave \(2/\pi\) of this value, about 36% too little relative to the disc.

The result was tested by a separate numerical solution. The disc was divided into 400 rings with unknown current densities, and these were chosen so that the potential produced by all the rings together was \(V\) at one point on each ring. The resistance came out as 5000.0 ohm. This solution does not use the coordinates \(\xi,\eta\).

## Where the current and the voltage go

At the disc \(\xi=0\), so \(h_\xi=a\eta=\sqrt{a^2-r^2}\), while \(\phi'(0)=-2V/\pi\). The current density entering the silicon is

\[
J(r)=\frac{2V}{\pi\rho\sqrt{a^2-r^2}} .
\]

It rises towards the rim. The current inside radius \(r\) is

\[
I(r)=\int_0^r J(r')\,2\pi r'\,dr'
=\frac{4V}{\rho}\left(a-\sqrt{a^2-r^2}\right)
=I\left(1-\sqrt{1-\frac{r^2}{a^2}}\right).
\]

At \(r=a\) this returns \(I=4aV/\rho\), as it should. Half the current enters inside \(r=\sqrt3\,a/2=4.33\) nm, and the other half through the narrow ring outside it. The infinite density at the rim belongs to the ideal sharp edge; the total current is finite.

On the axis \(\eta=1\) and \(\xi=z/a\), so

\[
\phi(z)=V\left(1-\frac2\pi\arctan\frac za\right).
\]

Half the voltage is lost by a depth of 5 nm, where the bowl model still had the full \(V\). Ninety per cent is lost by 31.6 nm, and 0.32% of \(V\) remains beyond 1 µm. A back contact hundreds of micrometres away therefore has little influence. The resistance is set by the silicon close to the spot, so \(\rho\) must be the resistivity there.

**A second case: conductors on both sides.** Suppose that the oxide is a very thin insulating sheet with a hole of radius \(a\), and that thick conductors of resistivities \(\rho_1\) and \(\rho_2\) meet in the hole. Use the disc solution on each side, with the hole as a common equipotential. For a given \(I\), the density in the hole is \(I/(2\pi a\sqrt{a^2-r^2})\), whatever the resistivity, so the currents on the two sides match point by point. The voltages add:

\[
R_{\rm two}=\frac{\rho_1+\rho_2}{4a}.
\]

For equal materials this is \(\rho/(2a)\), or 10 kilohm with the present values. This is twice the one-sided resistance, because the current must spread on both sides.

## Is the spot large enough for Ohm's law?

The derivation assumes that \(\mathbf J=-\nabla\phi/\rho\) holds at every point. This needs many collisions over the distance in which the field changes. That distance is of order \(a\) below the spot and much shorter near the rim.

A resistivity of 0.01 ohm cm corresponds to a donor density of roughly \(n=4.5\times10^{18}\) cm\(^{-3}\), with all donors taken as ionized. The mobility is then \(\mu=1/(en\rho)=139\) cm²/Vs. Take rough silicon masses \(m_l=0.92\) and \(m_t=0.19\) electron masses, along and across the long axis of a conduction valley. The conductivity mass \(m_c\) follows from \(3/m_c=1/m_l+2/m_t\). With the collision time \(\tau=\mu m_c/e\) and the thermal speed \(v=\sqrt{3kT/m_c}=2.3\times10^7\) cm/s at 300 K, the mean free path is \(v\tau\approx4.7\) nm. This is 0.94 of the radius. The spot is not in the diffusive regime.

**The ballistic limit.** To see what this does to the resistance, consider the opposite extreme, in which electrons cross the opening without collisions. One transverse state of one spin carries a current \(e\int v_zf\,dk_z/2\pi=(e/h)\int f\,dE\), because \(v_z\,dk_z=dE/\hbar\). A small voltage between the two sides therefore gives it a conductance \((e^2/h)\int(-\partial f/\partial E)\,dE\), taken over the energies at which the state is open.

In one valley with transverse masses \(m_x,m_y\), the states open at energy \(E\) above the band edge fill an ellipse of area \(2\pi\sqrt{m_xm_y}\,E/\hbar^2\) in the \(k_xk_y\) plane. Multiplying by \(A/(2\pi)^2\), with \(A=\pi a^2\), gives their number, \(A\sqrt{m_xm_y}\,E/(2\pi\hbar^2)\). The thermal average needs the integral

\[
\int_0^\infty E\left(-\frac{\partial f}{\partial E}\right)dE
=\int_0^\infty f\,dE=kT\ln\!\left(1+e^{\eta_F}\right),
\]

where the first step is an integration by parts with vanishing end terms, and \(\eta_F\) is the Fermi level above the band edge divided by \(kT\). With two spins,

\[
G=\frac{2e^2}{h}M,\qquad
M=\frac{A\,kT}{2\pi\hbar^2}\ln\!\left(1+e^{\eta_F}\right)
\sum_{\rm valleys}\sqrt{m_xm_y}.
\]

For current along a cube axis, two valleys contribute \(m_t\) each and four contribute \(\sqrt{m_lm_t}\) each. The Fermi level follows from the electron density. Summing the occupied states of six valleys with two spins gives

\[
n=N_c\,\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta_F}},\qquad
N_c=12\left(\frac{m_d kT}{2\pi\hbar^2}\right)^{3/2},\qquad
m_d=(m_lm_t^2)^{1/3}.
\]

Here \(N_c\approx2.7\times10^{19}\) cm\(^{-3}\). Solving numerically for the given \(n\) places the Fermi level 45 meV below the band edge, so \(\eta_F=-45.2/25.85=-1.75\). The result is \(M=1.39\), and

\[
\frac1G=\frac{12.91\ \text{kilohm}}{1.39}\approx9.3\ \text{kilohm}.
\]

This exceeds the diffusive 5 kilohm. It varies as \(1/a^2\), whereas \(\rho/(4a)\) varies as \(1/a\), so at fixed doping the two are equal at \(a\approx9.3\) nm. The sum \(1/G+\rho/(4a)\) goes over into the ballistic value for small \(a\) and the diffusive value for large \(a\). In between it is an interpolation, which here gives about 14 kilohm. It is rough for a further reason: counting transverse states by area ignores confinement, which is not small here. If the rim of the opening acts as a hard wall, the lowest transverse level lies \(\hbar^2(2.405)^2/(2m_ta^2)=46\) meV above the band edge in the two \(m_t\) valleys and about 27 meV above it in the other four, against \(kT=26\) meV. Summing \(f\) over the discrete levels then gives \(M\approx0.5\) and \(1/G\approx26\) kilohm. That count leaves out tunnelling through a short opening, so it shows the size of the uncertainty, nearly a factor of three in \(1/G\), rather than a better value. It also assumes that the spot can supply electrons to all the silicon states, and that all donors are ionized. With fewer free electrons at the same donor density, \(M\) would be smaller and \(1/G\) larger.

## The model beside a real breakdown spot

The disc is 10 nm across. This is an assumed size, and a real breakdown spot may be smaller or larger. The resistivity of 0.01 ohm cm belongs to heavily doped silicon. For lightly doped silicon of 1 to 10 ohm cm the formula would give 0.5 to 5 megohm at the same radius, with its continuum assumption in still greater doubt. Even here, a hemisphere of radius \(a\) holds on average only about 1.2 donors. For randomly placed donors, the fluctuation in that number is about as large as the number itself, so nominally equal spots need not have equal resistances. The assumption of many collisions also fails, and by the estimate above this moves the resistance from 5 to about 14 kilohm when states are counted by area, and to about 31 kilohm when only the discrete levels of a hard-walled opening are counted.

Two further conditions deserve numbers.

**Small voltage.** A drop of 5 mV across the silicon drives \(5\ \text{mV}/5\ \text{kilohm}=1\) µA in the diffusive model. The mean current density is \(1.27\times10^6\) A/cm², and the mean drift velocity \(J/(en)\) is \(1.8\times10^6\) cm/s. This is below the rough saturation velocity of \(10^7\) cm/s. Linear scaling would reach that velocity at 28 mV, so a constant resistance should not be carried to drops of that size.

**No depletion under the spot.** If the silicon bands bend upwards by \(\psi\), electrons are driven from a layer of width \(W\). In a planar estimate the field at depth \(x\) in it is \(en(W-x)/\varepsilon\), where \(\varepsilon\) is the permittivity of silicon, about 11.7 times that of vacuum. Integrating from 0 to \(W\) gives \(\psi=enW^2/(2\varepsilon)\), or \(W=\sqrt{2\varepsilon\psi/(en)}\). A rough bending of 0.5 V gives \(W=12\) nm, more than twice the radius. If the bending is confined to the spot, the layer is thinner than this planar width, but still deeper than the radius. Much of the region that should provide the spreading resistance would then be empty of carriers, and neither 5 nor 14 kilohm would describe the contact.

The answer to the problem as set is thus 5 kilohm. For a real spot of this size, it is at best a rough estimate of the diffusive part of a larger resistance, because the few donors nearby do not make a uniform medium. Even this rough use requires that there be no depleted or accumulated layer, either under the spot or along the oxide around it. An accumulation layer along the oxide would carry current sideways and lower the diffusive part. A depleted layer there would hinder the sideways spreading and raise it.

## Numbers as computed

```
Disc radius: 5.0 nm
Silicon resistivity: 0.010 ohm cm
Temperature: 300 K
Voltage across the silicon: 5.0 mV
Spreading resistance rho/(4a): 5000.0 ohm
Same, in kilohm: 5.000 kilohm
Integral-equation resistance: 5000.0 ohm
Hemisphere of the same radius: 3183 ohm
Current: 1.000 uA
Mean current density: 1.273e+06 A/cm2
Radius enclosing half the current: 4.33 nm
Depth of 50% of the axial drop: 5.0 nm
Depth of 90% of the axial drop: 31.6 nm
Drop left beyond 1 um depth: 0.32 %
Rough donor density: 4.50e+18 cm^-3
Rough longitudinal mass: 0.92 electron masses
Rough transverse mass: 0.19 electron masses
Mobility from rho and density: 139 cm2/Vs
Thermal speed: 2.30e+07 cm/s
Mean free path estimate: 4.7 nm
Mean free path / radius: 0.94
Fermi level minus band edge: -45.2 meV
Degeneracy change of ballistic G: -2.3 %
Thermally averaged mode number: 1.39
Resistance of one mode h/(2e^2): 12.91 kilohm
Ballistic resistance: 9.26 kilohm
Rough series estimate: 14.3 kilohm
Radius of equal resistances: 9.3 nm
Donors in hemisphere of radius a: 1.18
Rough band bending, if depleted: 0.5 V
Depletion width at that bending: 12.0 nm
Mean drift velocity at the disc: 1.77e+06 cm/s
Rough saturation velocity: 1.0e+07 cm/s
Voltage where mean drift saturates: 28.3 mV
Thermal voltage kT/e: 25.85 mV
```
